# Johnson's Voltage–Frequency Limit from Carrier Transit

A transistor that must withstand a high voltage needs a long region in which to drop it, and a long region takes carriers longer to cross. This problem finds how voltage and speed trade against each other.

**The model.** Carriers enter an active region at \(x=0\) and leave it at \(x=L\). The field along their path has magnitude \(E\), which may not exceed a critical field \(E_c\), taken at first as a given constant. The carriers drift at the saturation velocity \(v_s\). They are treated as positive charges; for electrons all currents change sign and the magnitudes used below stay the same. The input terminal (the gate of a field-effect transistor) supplies the whole charge that neutralizes the carriers in transit, so these do not disturb the field along the path. No other delay is counted, and carrier multiplication is neglected until part (f).

For numbers, take a silicon region with \(L=1\) µm, \(E_c=0.30\) MV/cm and \(v_s=1.0\times10^{7}\) cm/s. The last two are rough typical values.

## (a) Voltage and transit time

**Find the largest voltage across the region and the time a carrier needs to cross it, for a uniform field.**

**Solution.** The voltage is the integral of the field along the path. For a uniform field,

\[
V=\int_0^L E\,dx=EL ,\qquad V_{\max}=E_cL .
\]

At constant velocity the transit time is

\[
\tau=\frac{L}{v_s}.
\]

With \(L=10^{-4}\) cm,

\[
V_{\max}=(3.0\times10^{5}\ \text{V/cm})(10^{-4}\ \text{cm})=30\ \text{V},
\qquad
\tau=\frac{10^{-4}\ \text{cm}}{10^{7}\ \text{cm/s}}=10\ \text{ps}.
\]

Both quantities are proportional to \(L\).

## (b) From transit time to cutoff frequency

**The injected current carries a small modulation of angular frequency \(\omega\). Find the ratio of output to input current. The cutoff frequency \(f_T\) is defined by extending the low-frequency form of this ratio to the value one. Find \(f_T\), and compare it with the frequency at which the ratio itself first reaches one.**

**Solution.** Let \(\rho\) be the modulated carrier charge per unit length and \(i=\rho v_s\) the modulated current. Charge conservation reads

\[
\frac{\partial\rho}{\partial t}+\frac{\partial i}{\partial x}=0 .
\]

For a time dependence \(e^{j\omega t}\), the time derivative becomes a factor \(j\omega\). Inserting \(\rho=i/v_s\) gives

\[
\frac{di}{dx}=-\frac{j\omega}{v_s}\,i
\quad\Longrightarrow\quad
i(x)=i_0\,e^{-j\omega x/v_s}.
\]

The modulation is carried along at the drift velocity, and its phase lag grows with distance. The modulated charge in the region is

\[
q=\int_0^L\frac{i(x)}{v_s}\,dx
=\frac{i_0}{v_s}\,\frac{1-e^{-j\omega L/v_s}}{j\omega/v_s}
=i_0\,\frac{1-e^{-j\omega\tau}}{j\omega}.
\]

The input terminal must supply a charge of equal magnitude. Its current therefore has magnitude

\[
|i_{\rm in}|=|j\omega q|=|i_0|\,\left|1-e^{-j\omega\tau}\right| .
\]

Taking out half of the phase turns the difference into a sine:

\[
1-e^{-j\omega\tau}
=e^{-j\omega\tau/2}\left(e^{j\omega\tau/2}-e^{-j\omega\tau/2}\right)
=2j\,e^{-j\omega\tau/2}\sin\frac{\omega\tau}{2}.
\]

The output current is \(i(L)=i_0e^{-j\omega\tau}\), with magnitude \(|i_0|\). The current gain is thus

\[
\left|\frac{i_{\rm out}}{i_{\rm in}}\right|
=\frac{1}{2\,|\sin(\omega\tau/2)|}
\;\longrightarrow\;\frac{1}{\omega\tau}
\qquad(\omega\tau\ll1).
\]

The low-frequency form has a simple meaning. A steady current \(I\) stores the charge \(Q=I\tau\), and a slow change of \(I\) requires the input to supply \(\tau\,dI/dt\).

Setting the low-frequency form equal to one, with \(\omega=2\pi f_T\), gives

\[
f_T=\frac{1}{2\pi\tau}.
\]

The factor \(2\pi\) converts the angular frequency \(1/\tau\) into cycles per second. For \(\tau=10\) ps, \(f_T=15.9\) GHz. Moving packets of charge through the region in small time steps, with a modulation period of 100 transit times, and extrapolating the resulting gain also gives 15.9 GHz.

The full gain first equals one when \(\sin(\omega\tau/2)=1/2\), which means \(\omega\tau=\pi/3\) and

\[
f=\frac{\pi/3}{2\pi\tau}=\frac{1}{6\tau}=16.7\ \text{GHz}.
\]

This is higher than \(f_T\) by the factor \(\pi/3\), or about 5%. The two definitions must not be mixed; \(f_T\) below means the extrapolated value.

## (c) The product of voltage and frequency

**Eliminate the length, and evaluate the result.**

**Solution.** Multiply the results of (a) and (b):

\[
V_{\max}f_T=(E_cL)\,\frac{1}{2\pi}\,\frac{v_s}{L}
\quad\Longrightarrow\quad
\boxed{V_{\max}f_T=\frac{E_cv_s}{2\pi}}
\]

This is Johnson's limit. The length cancels because voltage grows in proportion to it while frequency falls in inverse proportion. If \(E_c\) and \(v_s\) are held fixed, doubling \(L\) doubles the voltage and halves \(f_T\).

For the example,

\[
\frac{E_cv_s}{2\pi}
=\frac{(3.0\times10^{5}\ \text{V/cm})(10^{7}\ \text{cm/s})}{2\pi}
=4.8\times10^{11}\ \text{V/s}=480\ \text{GHz V},
\]

in agreement with \(30\ \text{V}\times15.9\ \text{GHz}\). The unit V/s fits the meaning: apart from \(2\pi\), the limit is the voltage \(E_cL\) divided by the time \(L/v_s\).

## (d) Can another field profile do better?

**Let the field and the velocity vary with position, with \(0<E(x)\le E_c\) and \(0<v(x)\le v_s\). Show whether the product can exceed the result of (c).**

**Solution.** Assume that the small modulation leaves the velocity profile unchanged. At low frequency the current modulation is then nearly the same everywhere, and the stored charge is

\[
q\simeq i_0\int_0^L\frac{dx}{v(x)}=i_0\tau .
\]

So \(f_T=1/(2\pi\tau)\) still holds, with \(\tau\) the actual transit time. The two conditions give

\[
V=\int_0^LE\,dx\le E_cL,
\qquad
\tau=\int_0^L\frac{dx}{v}\ge\frac{L}{v_s}.
\]

All quantities are positive, so the upper bound on \(V\) may be divided by the lower bound on \(\tau\):

\[
Vf_T=\frac{V}{2\pi\tau}\le\frac{E_cL}{2\pi L/v_s}=\frac{E_cv_s}{2\pi}.
\]

No profile does better. Equality needs \(E=E_c\) and \(v=v_s\) throughout the region. The uniform-field result is thus an upper bound for every profile that meets the stated conditions.

If carriers can move faster than \(v_s\), the same argument holds with their largest velocity in place of \(v_s\). That bound may be out of reach, since the largest velocity may occur at a field below \(E_c\).

**The next question is how much is lost in a less ideal region. Let the velocity follow**

\[
v(E)=\frac{\mu E}{1+\mu E/v_s},\qquad \mu=1000\ \text{cm}^2/\text{Vs},
\]

**first in the uniform field \(E_c\), then with fixed doping \(N=10^{16}\) cm\(^{-3}\), which makes the field fall linearly from \(E_c\) at \(x=0\). The relative permittivity is 11.7.**

**Solution.** Inverting the velocity law separates two contributions to the transit time:

\[
\frac1v=\frac{1}{\mu E}+\frac1{v_s}.
\]

In the uniform field, \(\mu E_c=3\times10^{8}\) cm/s, which is \(30v_s\). The transit time is longer than \(L/v_s\) by the factor \(1+1/30\), so the product is \(1/(1+1/30)=0.968\) of the limit.

With doping, Gauss's law in one dimension gives a field slope of magnitude \(s=eN/\varepsilon\), where \(\varepsilon\) is the permittivity. This is the unscreened slope: a gate close enough to neutralize the carriers would also take up part of the dopants' field lines. The field at the far end is \(E_L=E_c-sL=0.145\) MV/cm, a drop of 0.155 MV/cm. The mean of a linear profile is the mean of its end values, hence

\[
V=\frac{E_c+E_L}{2}\,L
=\frac{0.300+0.145}{2}\ \text{MV/cm}\times1\ \text{µm}
\approx22.3\ \text{V}.
\]

For the transit time use \(dx=-dE/s\):

\[
\tau=\frac{L}{v_s}+\frac1\mu\int_0^L\frac{dx}{E}
=\frac{L}{v_s}+\frac{1}{\mu s}\int_{E_L}^{E_c}\frac{dE}{E}
=\frac{L}{v_s}+\frac{1}{\mu s}\ln\frac{E_c}{E_L}.
\]

The second term is 0.47 ps, so \(\tau=10.47\) ps. Relative to the limit,

\[
\frac{Vf_T}{E_cv_s/2\pi}
=\frac{22.3}{30}\times\frac{10}{10.47}=0.71 .
\]

Of the two factors, the voltage factor is 0.74 and the time factor 0.96. The loss comes mainly from the lower mean field: towards the far end, each unit of length takes slightly longer to cross than at \(x=0\) but holds down to about half the voltage.

## (e) Who supplies the neutralizing charge?

**Suppose instead that the carriers drift between two parallel planes held at fixed voltage, the input plane at \(x=0\) and the output plane at \(x=L\). This resembles the collector depletion region of a bipolar transistor. Find the new coefficient.**

**Solution.** Consider a sheet of charge \(\sigma\) per unit area at position \(x\). It adds a field \(E_1\) on its left and \(E_2\) on its right, both counted positive towards \(+x\). Gauss's law and the fixed voltage require

\[
E_2-E_1=\frac{\sigma}{\varepsilon},\qquad E_1x+E_2(L-x)=0 .
\]

Insert \(E_2=E_1+\sigma/\varepsilon\) into the second equation:

\[
E_1L+\frac{\sigma}{\varepsilon}(L-x)=0
\quad\Longrightarrow\quad
\varepsilon E_1=-\sigma\left(1-\frac xL\right).
\]

The quantity \(\varepsilon E_1\) is the charge induced per unit area on the input plane. The input neutralizes the fraction \(1-x/L\) of each carrier's charge, and the output plane neutralizes the rest. At low frequency the input must therefore supply a charge of magnitude

\[
\frac{i_0}{v_s}\int_0^L\left(1-\frac xL\right)dx
=\frac{i_0}{v_s}\,\frac L2=\frac{i_0\tau}{2}.
\]

The effective delay is \(\tau/2\). This gives

\[
f_T=\frac{1}{2\pi(\tau/2)}=\frac1{\pi\tau},
\qquad
V_{\max}f_T=\frac{E_cv_s}{\pi}.
\]

The time-stepped packets, with this weighting, give an \(f_T\) larger by the factor 2.00. The coefficient \(1/(2\pi)\) thus belongs to the case in which the input neutralizes the full charge during the whole transit. The proportionality to \(E_cv_s\) is common to both cases.

## (f) Is the critical field a constant?

**Electrons create electron–hole pairs at a rate \(a\) per unit length, and holes at a rate \(b\). Find the multiplication of an injected electron current in a uniform field, and the length at which it diverges. Rough model values for silicon, with \(E\) in MV/cm, are \(a=7\times10^5e^{-1.2/E}\) cm\(^{-1}\) and \(b=1.6\times10^6e^{-2.0/E}\) cm\(^{-1}\).**

**Solution.** Electrons move towards \(+x\) and holes towards \(-x\). Let \(J_n\) and \(J_p\) be the magnitudes of their current densities. The two currents have the same direction, and in the steady state their sum \(J\) is independent of \(x\). Each pair created adds to the electron current downstream:

\[
\frac{dJ_n}{dx}=aJ_n+bJ_p=(a-b)J_n+bJ .
\]

Write \(\delta=a-b\) and multiply by \(e^{-\delta x}\):

\[
\frac{d}{dx}\left(J_ne^{-\delta x}\right)=bJe^{-\delta x}.
\]

No holes enter at \(x=L\), so \(J_n(L)=J\). The multiplication is \(M=J/J_n(0)\). Integrating from 0 to \(L\) and dividing by \(J\),

\[
e^{-\delta L}-\frac1M=\frac b\delta\left(1-e^{-\delta L}\right).
\]

Solve for \(1-1/M\), using \(1+b/\delta=a/\delta\):

\[
1-\frac1M=\left(1-e^{-\delta L}\right)\left(1+\frac b\delta\right)
=\frac{a}{a-b}\left[1-e^{-(a-b)L}\right].
\]

Breakdown means \(1/M=0\). Then \(e^{-(a-b)L}=b/a\), or

\[
L=\frac{\ln(a/b)}{a-b}.
\]

At 0.30 MV/cm the coefficients are \(a=1.28\times10^4\) cm\(^{-1}\) and \(b=2.04\times10^3\) cm\(^{-1}\). For \(L=1\) µm, \((a-b)L=1.08\), and

\[
1-\frac1M=1.19\,(1-0.34)=0.78,\qquad M\approx4.6 .
\]

The region has not broken down, but each injected electron leads to several carriers at the output. The gain calculation of (b) neglected this, so \(V=30\) V, the bound set by the assumed \(E_c\), is not a usable operating point of that model. At half the field \(M=1.02\), so multiplication adds only about 2% to the electron current. The holes created flow back to the input side, however, so even 2% matters in a device of high current gain: a bipolar transistor with gain \(\beta\) and open base breaks down when \(\beta(M-1)=1\), which for \(\beta=100\) needs only \(M=1.01\). The voltage is then 15 V and, if the velocity is still taken as \(v_s\), the product is half the limit.

Solving the breakdown condition for the field gives:

| \(L\) (µm) | Breakdown field (MV/cm) | Field × \(v_s/2\pi\) (GHz V) |
|---:|---:|---:|
| 0.5 | 0.397 | 632 |
| 1 | 0.336 | 535 |
| 2 | 0.291 | 463 |
| 5 | 0.246 | 391 |

A longer path reaches breakdown with smaller ionization coefficients. Since these depend steeply on the field, a modest reduction of the field is enough. In this model the tenfold increase in length from 0.5 to 5 µm lowers the product by a factor of about 1.6, with \(v_s\) held fixed; the factor per decade is larger for shorter regions and smaller for longer ones. The cancellation of \(L\) in (c) is therefore approximate once \(E_c\) is identified with the breakdown field.

## (g) Silicon devices and wide-gap materials

**Estimate the other neglected effects for the example, and state what a larger critical field gains.**

**Solution.** Each estimate below changes one thing and holds the rest fixed.

*Current.* At a chosen current density \(J=1000\) A/cm\(^2\), the carrier density is \(J/(ev_s)=6.2\times10^{14}\) cm\(^{-3}\), far below the roughly \(10^{19}\) cm\(^{-3}\) at which electrons in silicon become degenerate. If the input did not neutralize this charge, the field would change across the region by \(JL/(\varepsilon v_s)\), which is 3% of \(E_c\).

*Heat.* The same current at 30 V dissipates 30 kW/cm\(^2\), a severe load if continuous. One rough empirical law for silicon puts \(v_s\) at 400 K at 0.91 of its 300 K value; another, \(v_s\propto T^{-0.87}\), gives 0.78. With \(E_c\) held fixed, the limit falls by 9% or 22%, depending on the law.

*Velocity settling.* A rough energy relaxation time of 0.3 ps is 3% of the transit time. The assumption of a settled drift velocity is reasonable at 1 µm and becomes weaker as \(L\) shrinks.

*Circuit delay.* An added delay of 2 ps reduces the product to \(10/(10+2)=0.83\) of the limit.

*Tunnelling.* Let an electron tunnel from valence to conduction band across the gap \(E_g=1.12\) eV, with effective mass \(m=0.20\,m_e\). At energy \(u\) above the valence-band edge, a two-band model gives the decay constant \(\kappa=\sqrt{2mu(E_g-u)/E_g}/\hbar\). With \(dx=du/(eE_c)\) and \(\int_0^{E_g}\!\sqrt{u(E_g-u)}\,du=\pi E_g^2/8\), the tunnelling exponent is

\[
2\int\kappa\,dx=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar eE_c}=71 .
\]

The factor \(e^{-71}\sim10^{-31}\) makes this process negligible beside avalanche multiplication here. The model treats the gap as direct. In silicon the gap is indirect and tunnelling also involves a phonon, so the exponent indicates only the scale.

**Comparison with real devices.** A critical field of a few tenths of a MV/cm and a saturation velocity near \(10^7\) cm/s are typical of silicon, so the limit of about 480 GHz V has the right scale for that material. In a doped region the field is not uniform: for the doping chosen in (d), with the peak field held at \(E_c\), field slope and finite mobility together lower the product by 29%. This figure depends on the fixed peak field. The high field then covers only part of the region, so with the coefficients of (f) \(M\approx1.6\) instead of 4.6. Compared at avalanche breakdown, the doped region holds about 32 V against 34 V for the uniform field, a much smaller loss. Multiplication then demands a further voltage margin. These estimates are separate and do not combine into a prediction for a particular transistor.

Wide-gap semiconductors such as silicon carbide and gallium nitride have critical fields of roughly a few MV/cm. Suppose \(E_c\) is ten times that of the example, with \(v_s\) unchanged. The limit rises tenfold, to about 4800 GHz V. At the same length, this allows ten times the voltage at the same \(f_T\). At the same voltage, it allows a region one tenth as long and an \(f_T\) ten times higher, provided that transit remains the dominant delay and the drift velocity still settles within the shorter region. The numerical output below lists the values for the silicon example.

## Calculated quantities

```
Region length: 1.00 um
Critical field: 0.30 MV/cm
Saturation velocity: 1.00e+07 cm/s
Maximum voltage: 30.0 V
Transit time: 10.00 ps
Extrapolated f_T, formula: 15.92 GHz
Extrapolated f_T, simulation: 15.92 GHz
Literal unity-gain crossing: 16.67 GHz
Johnson limit: 477.5 GHz V
Johnson limit: 4.775e+11 V/s
End-plane charge sharing, f_T factor: 2.000
Low-field mobility: 1000 cm2/Vs
Finite mobility, product/limit: 0.968
Doping: 1.0e+16 cm^-3
Relative permittivity: 11.7
Doped region, end field: 0.145 MV/cm
Doped region, voltage: 22.27 V
Doped region, transit time: 10.47 ps
Doped region, product/limit: 0.709
Electron ionization at E_c: 1.282e+04 cm^-1
Hole ionization at E_c: 2.036e+03 cm^-1
Avalanche multiplication at E_c: 4.64
Avalanche multiplication at E_c/2: 1.024
L=0.5 um: breakdown 0.397 MV/cm, limit 632 GHz V
L=1.0 um: breakdown 0.336 MV/cm, limit 535 GHz V
L=2.0 um: breakdown 0.291 MV/cm, limit 463 GHz V
L=5.0 um: breakdown 0.246 MV/cm, limit 391 GHz V
Tunnelling gap: 1.12 eV; mass: 0.20 m_e
Tunnelling exponent: 71.1
Tunnelling factor: 1.3e-31
Chosen current density: 1000 A/cm2
Mobile carrier density: 6.24e+14 cm^-3
Space-charge field change/E_c: 0.032
Power at full voltage: 30.0 kW/cm2
Velocity ratio, 400 K to 300 K: 0.906
Energy relaxation time: 0.30 ps
Relaxation/transit time: 0.030
Added circuit delay: 2.0 ps
With added delay, product/limit: 0.833
```
